# The exchange-energy lower bound for magnetic textures of charge Q

A thin ferromagnetic film can hold a small region in which the magnetization turns over and points against its surroundings. If the direction also winds once around the reversed core, the region is a skyrmion, which can serve as a bit in a memory track. Neighbouring moments inside it are tilted against one another, and exchange charges for every tilt. Spreading the texture out makes the tilts smaller but increases the area over which they occur. The question is whether some shape or size makes the exchange cost arbitrarily small. In a continuous film it does not: winding sets a minimum cost, independent of size.

## Statement and conventions

Let $\mathbf m(x,y)$ be the unit vector along the magnetization, smooth over the plane and uniform through the thickness $t$. Let it approach one fixed direction far away. Subscripts $x,y$ denote derivatives, and $m_1,m_2,m_3$ are components, with $\mathbf e_3$ normal to the film. The exchange energy is

$$E_{\rm ex}=At\int|\nabla\mathbf m|^2\,d^2r,\qquad |\nabla\mathbf m|^2=|\mathbf m_x|^2+|\mathbf m_y|^2 ,$$

and is assumed finite. If a code writes the density as $(A/2)|\nabla\mathbf m|^2$, its $A$ is twice the one used here. The topological charge is

$$Q=\frac1{4\pi}\int q\,d^2r,\qquad q=\mathbf m\cdot(\mathbf m_x\times\mathbf m_y).$$

The result is

$$E_{\rm ex}\ge 8\pi At\,|Q| .$$

It limits the exchange energy alone. Chiral exchange can take the total energy below this value, as the example shows. The algebra may be read in atomic units; no constant of nature enters, so it keeps its form in eV and nm.

## Completing the square

Differentiating $\mathbf m\cdot\mathbf m=1$ gives $\mathbf m\cdot\mathbf m_x=\mathbf m\cdot\mathbf m_y=0$. Hence

$$|\mathbf m\times\mathbf m_y|^2=|\mathbf m|^2|\mathbf m_y|^2-(\mathbf m\cdot\mathbf m_y)^2=|\mathbf m_y|^2 .$$

For $s=+1$ or $-1$, expand

$$|\mathbf m_x+s\,\mathbf m\times\mathbf m_y|^2=|\mathbf m_x|^2+|\mathbf m_y|^2+2s\,\mathbf m_x\cdot(\mathbf m\times\mathbf m_y).$$

A cyclic permutation of the triple product, followed by one exchange of factors, gives

$$\mathbf m_x\cdot(\mathbf m\times\mathbf m_y)=\mathbf m\cdot(\mathbf m_y\times\mathbf m_x)=-q .$$

Therefore

$$|\nabla\mathbf m|^2=2sq+|\mathbf m_x+s\,\mathbf m\times\mathbf m_y|^2 .$$

The last term is not negative, so $|\nabla\mathbf m|^2\ge2|q|$ at each point, and finite energy makes $q$ integrable. Take $s=+1$ for $Q\ge0$ and $s=-1$ for $Q<0$, then integrate using $\int q\,d^2r=4\pi Q$:

$$E_{\rm ex}=8\pi At|Q|+At\int|\mathbf m_x+s\,\mathbf m\times\mathbf m_y|^2d^2r .$$

This proves the bound and gives the excess above it.

The inequality did not use the condition at infinity. On a finite plate it holds with $Q$ evaluated over the plate, but this $Q$ need not be an integer. If $\mathbf m$ varies through the thickness, the term $A|\partial\mathbf m/\partial z_\perp|^2$, with $z_\perp$ the normal coordinate, only adds energy. The bound survives if every slice has the same $Q$.

## Why the charge is an integer

Write $\mathbf m=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$. With unit vectors $\mathbf e_\theta,\mathbf e_\phi$ on the sphere, $\mathbf m_x=\theta_x\mathbf e_\theta+\sin\theta\,\phi_x\mathbf e_\phi$, and likewise for $y$. Since $\mathbf e_\theta\times\mathbf e_\phi=\mathbf m$,

$$q=\sin\theta(\theta_x\phi_y-\theta_y\phi_x)=\partial_xa_y-\partial_ya_x,\qquad \mathbf a=(1-\cos\theta)\nabla\phi .$$

The mixed derivatives of $\phi$ cancel in the curl. The field can also be written

$$\mathbf a=\frac{m_1\nabla m_2-m_2\nabla m_1}{1+m_3},$$

so it is smooth except where $\mathbf m=-\mathbf e_3$.

For this argument the spin axes may be rotated so that $-\mathbf e_3$ differs from the far direction and is reached only at isolated points. Sard's theorem guarantees such a choice: for almost every direction, $\mathbf m_x$ and $\mathbf m_y$ are independent wherever that direction is reached. These points lie in a bounded region, so they are finite in number. Stokes' theorem gives $4\pi Q$ as the line integral of $\mathbf a$ around a large circle minus those around small circles enclosing the points, all anticlockwise.

On the large circle, $|\mathbf a|\le\tan(\theta/2)|\nabla\mathbf m|$, and the tangent stays bounded. Finite energy requires a sequence of radii $r\to\infty$ on which $r\oint|\nabla\mathbf m|^2dl\to0$; otherwise the radial integral would diverge at least logarithmically. By the Cauchy-Schwarz inequality,

$$\left(\oint|\nabla\mathbf m|\,dl\right)^2\le2\pi r\oint|\nabla\mathbf m|^2dl\to0 .$$

The outer contribution vanishes. On a small circle write $\mathbf a=2\nabla\phi-(1+\cos\theta)\nabla\phi$. The second part is at most $\cot(\theta/2)|\nabla\mathbf m|$ in size, so its integral vanishes as the circle shrinks. The first gives $4\pi\nu_j$, where the integer $\nu_j$ counts the turns of $\phi$ around point $j$. Thus

$$Q=-\sum_j\nu_j .$$

For a reversed core in an upward background, $\phi$ turning once anticlockwise gives $Q=-1$. The opposite sign convention for $Q$ leaves the bound unchanged.

## Which textures reach the bound

Use the stereographic field

$$w=u+iv=\frac{m_1+im_2}{1+m_3},\qquad N=1+u^2+v^2,$$

for which $\mathbf m=(2u/N,\;2v/N,\;2/N-1)$. Differentiation gives

$$\mathbf m_u=\left(\frac2N-\frac{4u^2}{N^2},\,-\frac{4uv}{N^2},\,-\frac{4u}{N^2}\right),$$

$$|\mathbf m_u|^2=\frac4{N^2}-\frac{16u^2}{N^3}+\frac{16u^2(u^2+v^2+1)}{N^4}=\frac4{N^2}.$$

By symmetry $|\mathbf m_v|^2=4/N^2$. Also $\mathbf m_u\cdot\mathbf m_v=-16uv/N^3+16uv/N^3=0$. At $u=v=0$ the vectors $\mathbf m_u,\mathbf m_v,\mathbf m$ are right-handed, and by continuity they remain so. Hence $\mathbf m\times\mathbf m_u=\mathbf m_v$ and $\mathbf m\times\mathbf m_v=-\mathbf m_u$. The chain rule then gives

$$\mathbf m_x+s\,\mathbf m\times\mathbf m_y=\mathbf m_u(u_x-sv_y)+\mathbf m_v(v_x+su_y),$$

$$|\mathbf m_x+s\,\mathbf m\times\mathbf m_y|^2=\frac4{N^2}\left[(u_x-sv_y)^2+(v_x+su_y)^2\right].$$

For $s=+1$ this vanishes when $w$ satisfies the Cauchy-Riemann equations in $z=x+iy$. Where $\mathbf m=-\mathbf e_3$, the regular variable is $1/w$, so $w$ may have poles. Equality therefore means that $w$ is meromorphic in $z$; for $s=-1$ it is meromorphic in $\bar z=x-iy$.

The simplest case is $w=R/z$. Here $m_3=(r^2-R^2)/(r^2+R^2)$, so $R$ is the radius at which $m_3=0$. Since $|\nabla u|^2+|\nabla v|^2=2|dw/dz|^2=2R^2/r^4$,

$$|\nabla\mathbf m|^2=\frac{8R^2}{(r^2+R^2)^2},\qquad 2\pi\int_0^\infty\frac{8R^2r\,dr}{(r^2+R^2)^2}=8\pi .$$

The energy is $8\pi At$ for every $R$. Exchange alone therefore selects no size. Replacing $z$ by $\bar z$ gives $Q=-1$ and an in-plane magnetization pointing radially outward, with the same energy.

Quadrature over the plane confirms equality for less symmetric textures. With dimensionless coordinates,

$$w=\frac{0.9(z+0.3i)}{(z-0.8)(z+0.6-0.5i)}$$

has $Q=2$ and energy $2.0000$ in units of $8\pi At$. The three-core field $w=1/[(\bar z-0.9)(\bar z+0.7i)(\bar z+0.8-0.4i)]$ has $Q=-3$ and energy $3.0000$.

A distorted core costs more. Take $w=R/(x+i\lambda y)$ with $\lambda>0$ and set $Y=\lambda y$. In the coordinates $(x,Y)$ the texture is the round one, for which equality gives $|\mathbf m_x|=|\mathbf m_Y|$, so each derivative contributes $4\pi$. Because $\mathbf m_y=\lambda\mathbf m_Y$ and $dy=dY/\lambda$,

$$E_{\rm ex}=4\pi At\left(\lambda+\frac1\lambda\right).$$

At $\lambda=2$ this is $1.25$ times the bound, as the quadrature also finds.

The net charge can hide opposite cores. The texture $w=1/[(z-1)(\bar z+1)]$ has $Q=0$ and energy $1.9550\times8\pi At$. The bound for it is zero and says nothing about the cost of the two cores separately.

## Adding chiral exchange and anisotropy

Let the further energy density be

$$D(m_3\nabla\cdot\mathbf m-\mathbf m\cdot\nabla m_3)+K(1-m_3^2),$$

where $D$ is the interfacial chiral exchange (Dzyaloshinskii-Moriya interaction, DMI) and $K$ the effective perpendicular anisotropy. Enlarge a texture by a factor $\lambda$ without changing its shape. The area grows as $\lambda^2$ and each derivative falls as $1/\lambda$, so

$$E(\lambda)=E_{\rm ex}+\lambda E_D+\lambda^2E_K .$$

If the texture is in equilibrium at $\lambda=1$, then $E_D+2E_K=0$ and

$$E_{\rm tot}=E_{\rm ex}-E_K .$$

The total lies below $8\pi At|Q|$ whenever $E_K$ exceeds the exchange excess.

For a radial skyrmion with $\theta(0)=\pi$, $\theta(\infty)=0$ and in-plane part along $\hat{\mathbf r}$, we have $\nabla\cdot\mathbf m=\cos\theta\,\theta'+\sin\theta/r$ and $\mathbf m\cdot\nabla m_3=-\sin^2\theta\,\theta'$. The energy becomes

$$E=2\pi t\int_0^\infty r\,dr\left[A\left(\theta'^2+\frac{\sin^2\theta}{r^2}\right)+D\left(\theta'+\frac{\sin2\theta}{2r}\right)+K\sin^2\theta\right].$$

The Euler-Lagrange equation is

$$2A(r\theta''+\theta')+D=\frac{A\sin2\theta}{r}+D\cos2\theta+Kr\sin2\theta .$$

Using $1-\cos2\theta=2\sin^2\theta$ and dividing by $2Ar$,

$$\theta''+\frac{\theta'}r+\frac DA\frac{\sin^2\theta}r=\frac{\sin2\theta}{2}\left(\frac1{r^2}+\frac KA\right).$$

The radial form of the square provides a check on a solver:

$$\theta'^2+\frac{\sin^2\theta}{r^2}=\left(\theta'+\frac{\sin\theta}{r}\right)^2-\frac{2\sin\theta\,\theta'}r .$$

The last term integrates to $4\pi At[\cos\theta]_0^\infty=8\pi At$. The squared term gives the excess.

## Numbers for an ultrathin cobalt film

The inputs are rough typical values for ultrathin cobalt on platinum: $A=0.1$ eV/nm, $t=1$ nm, $K=0.003$ eV/nm³ and $D=0.018$ eV/nm². For one unit of charge,

$$8\pi At=8\pi(0.1)(1)=2.513\ \text{eV}=4.03\times10^{-19}\ \text{J}.$$

Solving the radial equation gives a skyrmion of radius $9.3$ nm, measured at $m_3=0$. Its exchange energy is $3.278$ eV, which is the bound plus an excess of $0.765$ eV. The DMI energy is $-3.347$ eV and the anisotropy energy $1.673$ eV. Their ratio is $-2$ within rounding, as equilibrium requires. The total is

$$3.278-3.347+1.673=1.605\ \text{eV (with unrounded terms)}.$$

Exchange respects the bound while the total lies $0.908$ eV below it. This difference has a meaning for collapse. Suppose the skyrmion shrinks to a point along a path on which its DMI energy vanishes with its size. Anisotropy is not negative and exchange cannot fall below $2.513$ eV, so in this continuum model the path must climb by at least $0.908$ eV. At 300 K, where $k_BT=0.02585$ eV, that is about $35k_BT$. This figure belongs to the continuum model and to the chosen $D$; a lattice with nearest-neighbour exchange lowers it, and a smaller $D$ lowers it strongly, as shown below. It also does not cover escape through the edge of a track, where $Q$ need not be an integer. The ratio of the bound itself to $k_BT$, $97$, is not the collapse barrier in thermal units.

## Where the continuum bound fails: the atomic lattice

On a square lattice of spacing $a$, replace the exchange integral by $At\sum|\mathbf m_i-\mathbf m_j|^2$ over nearest-neighbour bonds. About the midpoint of an $x$ bond,

$$\mathbf m_i-\mathbf m_j=a\mathbf m_x+\frac{a^3}{24}\mathbf m_{xxx}+\cdots .$$

Squaring gives $a^2|\mathbf m_x|^2+(a^4/12)\mathbf m_x\cdot\mathbf m_{xxx}$. For a smooth texture much wider than $a$, replace the sum by an integral with area $a^2$ per bond of each direction, and integrate by parts:

$$E_{\rm lat}\simeq E_{\rm ex}-\frac{Ata^2}{12}\int\left(|\mathbf m_{xx}|^2+|\mathbf m_{yy}|^2\right)d^2r .$$

For $w=R/z$, rotating the plane merely rotates the spins about $\mathbf e_3$. The Fourier power summed over components is therefore isotropic. Since the angular average of $\cos^4\alpha+\sin^4\alpha$ is $3/4$, the integral equals $\frac34\int|\nabla^2\mathbf m|^2d^2r$.

The equality condition reads $\mathbf m_x=-\mathbf m\times\mathbf m_y$ and $\mathbf m_y=\mathbf m\times\mathbf m_x$. Differentiating and adding gives $\nabla^2\mathbf m=-2\mathbf m_x\times\mathbf m_y=-|\nabla\mathbf m|^2\mathbf m$. Thus

$$\int|\nabla^2\mathbf m|^2d^2r=\int\frac{64R^4}{(r^2+R^2)^4}d^2r=\frac{64\pi}{3R^2},$$

$$E_{\rm lat}\simeq8\pi At\left(1-\frac{a^2}{6R^2}\right).$$

With $a=0.25$ nm, an explicit bond sum at $R=2$ nm gives $2.507$ eV, in agreement with this formula. At $R=0.25$ nm the sum depends on where the core sits: $2.143$ eV at the centre of a plaquette, about 15 percent below the continuum bound, and $2.185$ eV on a site; the expansion is not reliable at that size. At the skyrmion's radius the formula gives a lowering of only $3\times10^{-4}$ eV, and the bond sum over the actual profile, which differs from $R/z$, gives $6\times10^{-4}$ eV. For this large skyrmion the lattice thus matters little at rest but matters near collapse. With nearest-neighbour exchange and DMI on this lattice and the core at a plaquette centre, multiplying $w$ of the skyrmion by a factor taken from 1 to 0 connects it to the uniform state with a climb of about $0.64$ eV, or $25k_BT$, peaking near a core radius of $0.5$ nm. Any such path from the relaxed skyrmion bounds the barrier from above, so on this nearest-neighbour lattice the barrier lies well below the continuum $0.908$ eV. The amount depends on the exchange model: adding a coupling to the second neighbour along each axis equal to $-0.1$ times the nearest one, at the same $A$, reverses the sign of the $a^2$ term, and the same path then climbs about $0.87$ eV. A barrier calculation must resolve the spins and their actual couplings.

A finite-difference code needs a related caution. For any numerical derivative vectors $\mathbf a,\mathbf b$ and unit $\mathbf m$,

$$|\mathbf a|^2+|\mathbf b|^2\ge|\mathbf a|^2+|\mathbf m\times\mathbf b|^2\ge2|\mathbf m\cdot(\mathbf a\times\mathbf b)| .$$

The local inequality survives discretization, but the summed charge need not be an integer. Replacing it by the nearest integer can produce an apparent violation.

## Magnetostatics, temperature and real films

Let $M_s$ be the magnetization. In a film uniform through its thickness, the surface charges contribute $\frac12\mu_0M_s^2t\,g|\tilde m_3|^2$ at wave vector $\mathbf k$, with $g=(1-e^{-kt})/(kt)$. The volume charges contribute $\frac12\mu_0M_s^2t(1-g)|\hat{\mathbf k}\cdot\tilde{\mathbf m}|^2$. These follow from integrating the kernel $e^{-k|z_\perp-z_\perp'|}/(2k)$ over the charges; the cross term vanishes by symmetry about the midplane. The limit $g=1$ is already in $K$, leaving

$$E_{\rm nl}=\frac{\mu_0M_s^2t}{2}\int\frac{d^2k}{(2\pi)^2}(1-g)\left(|\hat{\mathbf k}\cdot\tilde{\mathbf m}|^2-|\tilde m_3|^2\right).$$

For $M_s=1000$ kA/m and the profile held fixed, this is $-0.028$ eV, under 2 percent of the total energy. The small sum is a near cancellation of $+0.161$ eV from the volume term and $-0.189$ eV from the surface term, and it does not mean a small change of size: the radius is a soft coordinate, and relaxing the radial profile with $E_{\rm nl}$ included moves it from $9.3$ nm to about $11.8$ nm and lowers the total energy to about $1.55$ eV. The chosen $M_s$ is below the bulk cobalt value of about 1400 kA/m, and $E_{\rm nl}$ grows as $M_s^2$. With $A$, $K$ and $D$ unchanged, $1200$ kA/m gives a fixed-profile term of 2.5 percent and a relaxed radius of about $14$ nm; at $1400$ kA/m the term is 3.4 percent and the relaxation finds no compact skyrmion, the radius growing to about $100$ nm in a region of radius $120$ nm.

Temperature has a larger effect on the energy, though not on the radius, if the quoted $A$ is a low-temperature value. Let $n_s=M_s/(2\mu_B)$ be the density of spin units. One magnon removes one unit, so its transverse amplitude satisfies $\int|\mathbf m_\perp|^2dV=2/n_s$, and its energy without DMI is $2(K+Ak^2)/n_s$. The gap is $1.1\times10^{-4}$ eV. Summing the Bose occupation over in-plane wave vectors and four thickness modes gives a magnetization loss of about 6 percent at 300 K. If $A$ follows the square of the magnetization, a mean-field assumption, $A$ and the bound fall by about 11 percent, or $0.29$ eV. A lower bound does not mean a lower collapse figure: with $A$ alone reduced in this way, the radius grows to about $11$ nm and the total lies about $1.0$ eV below the reduced bound. $K$ and $D$ also change with temperature, which is not treated here. If $A$ was determined at 300 K, this reduction must not be applied again.

The chosen $A$ and $K$, $16$ pJ/m and $0.48$ MJ/m³, lie in the rough range for such films, and the bound inherits any error in $A$ and $t$ in direct proportion. The chosen $D$, $2.9$ mJ/m², is high for 1 nm of cobalt on platinum, where values of 1 to 2 mJ/m² are more usual, and the skyrmion depends steeply on it: at $D=0.012$ eV/nm² ($1.9$ mJ/m²) the radius is $2.8$ nm and the total lies only $0.24$ eV, about $9k_BT$, below the bound; at $0.009$ eV/nm² the figures are $1.4$ nm and $0.10$ eV. These are continuum values. On the lattice above, with the core at a plaquette centre, the same shrinking path climbs only about $0.06$ eV, or $2k_BT$, at $D=0.012$ eV/nm², and at $0.009$ eV/nm² the texture relaxes to the uniform state. Real films also have grains and uneven thickness, which break the assumption of uniform $A$, $K$ and $D$. If $A$ varies in the plane, the local inequality still gives $E_{\rm ex}\ge8\pi A_{\min}t|Q|$ at fixed thickness: a region with $A$ lowered by 10 percent can lower the guaranteed cost by up to $0.25$ eV for $|Q|=1$. In stacks of many magnetic layers, stray fields couple the layers, and the single-film magnetostatic estimate no longer applies.

## Table of computed values

```
Textures: charge Q and E_ex/(8 pi A t), dimensionless
  one core, R=1: Q = 1.0000, energy = 1.0000
  one core, R=2: Q = 1.0000, energy = 1.0000
  two cores: Q = 2.0000, energy = 2.0000
  three cores, conjugate: Q = -3.0000, energy = 3.0000
  stretched core: Q = 1.0000, energy = 1.2500
  opposite pair: Q = -0.0000, energy = 1.9550
Stretch factor: 2.0
Exchange stiffness A: 0.100 eV/nm
Film thickness t: 1.00 nm
Effective anisotropy K: 0.0030 eV/nm^3
Interfacial DMI D: 0.0180 eV/nm^2
Magnetization: 1000 kA/m
Atomic spacing: 0.25 nm
Temperature: 300 K
Bound for |Q|=1: 2.5133 eV
Bound for |Q|=1, converted: 4.027e-19 J
Skyrmion radius (mz=0): 9.30 nm
Skyrmion exchange energy: 3.2782 eV
Exchange excess from the square: 0.7650 eV
Skyrmion DMI energy: -3.3465 eV
Skyrmion anisotropy energy: 1.6732 eV
Skyrmion total energy: 1.6050 eV
Bound minus total energy: 0.9083 eV
Magnetostatic energy density scale: 0.00392 eV/nm^3
Nonlocal magnetostatic correction: -0.0282 eV
Lattice energy, R=2.00 nm: 2.5067 eV
Lattice energy, R=0.25 nm: 2.1434 eV
Lattice lowering at skyrmion radius: 3.03e-04 eV
Thermal energy kT: 0.02585 eV
Bound divided by kT: 97.2
Magnon gap: 1.11e-04 eV
Magnetization loss by magnons: 5.9 percent
Rough loss of A and of the bound: 11.4 percent
Rough lowering of the bound: 0.288 eV
```
